# The resistance of a perfectly transmitting single-atom filament

## The problem

In a resistive memory cell, a metal filament can narrow to a single atom between two wide electrodes. Suppose that this atom offers one orbital channel to electrons near the Fermi energy, that the channel is equally open to both spins, and that every electron entering it is transmitted.

**Question.** Show that the resistance between the electrodes is about 12.9 kΩ, before any further lead resistance or scattering is included. Then say where this resistance sits, given that nothing in the filament scatters.

A single atom does not guarantee a single channel, nor perfect transmission. Both are assumptions here, and the variations at the end relax them.

**Conventions.** Electrons are independent of one another and cross the filament without changing their energy. The elementary charge is $e>0$. The left electrode has the higher electrochemical potential, $\mu_L-\mu_R=eV$ with $V>0$, so electrons flow to the right on balance. The quoted current $I$ is the magnitude of the electric current, whose conventional direction is opposite to the electron flow. Wave numbers $k$ are in inverse length unless stated otherwise.

## Hints

1. How many right-moving states, per unit length and for one spin, lie between $k$ and $k+dk$?
2. Which electrode decides whether a right-moving state in a perfect filament is filled? Which one decides for a left-moving state?
3. Write the current as an integral over $k$, then change the variable to energy. What happens to the velocity?
4. To locate the resistance, put a scatterer in the filament, compare the fillings on its two sides, and then let the scattering vanish.

## Full solution

### Counting the states

Take a long uniform piece of the channel, of length $L$, with periodic boundary conditions. A wave $e^{ikx}$ must repeat after the distance $L$, so $kL=2\pi m$ with integer $m$. Neighbouring wave numbers differ by $2\pi/L$, and the interval $dk$ contains $L\,dk/2\pi$ states of one spin. Per unit length this is

$$
\frac{dk}{2\pi}.
$$

A wave packet built around $k$ moves with the group velocity

$$
v(k)=\frac{1}{\hbar}\frac{dE}{dk}.
$$

In a perfect filament, electrons with $v>0$ came from the left electrode and are filled with probability $f_L(E)$. Those with $v<0$ came from the right electrode and are filled with probability $f_R(E)$. Here

$$
f_j(E)=\frac{1}{e^{(E-\mu_j)/k_BT_e}+1},\qquad j=L,R,
$$

and $T_e$ is the temperature. This step assumes that an electron leaving the filament disappears into a wide electrode and does not return before the electrode has restored its own equilibrium filling.

### The velocity cancels

The current carried by a group of electrons is charge times density times velocity. With a factor 2 for spin, the right-moving electrons contribute

$$
I_{\rightarrow}=2e\int_{v>0}\frac{dk}{2\pi}\,v(k)\,f_L(E(k)).
$$

The left-moving states have the same energies and opposite velocities, because $E(-k)=E(k)$. Their contribution has the same form with $f_R$ in place of $f_L$, and it is subtracted:

$$
I=2e\int_{v>0}\frac{dk}{2\pi}\,v(k)\,[f_L-f_R].
$$

From the definition of the velocity, $v\,dk=dE/\hbar$. Therefore

$$
I=\frac{2e}{2\pi\hbar}\int dE\,[f_L(E)-f_R(E)]
=\frac{2e}{h}\int dE\,[f_L(E)-f_R(E)],
$$

since $2\pi\hbar=h$. A faster channel carries each electron across sooner, but it has fewer states per unit energy in the same proportion. The product does not depend on the material's band velocity.

### The energy integral

Let the band edges lie many $k_BT_e$ away from both electrochemical potentials, so that the integration limits may be extended to $\pm\infty$. Define

$$
J(\mu_L)=\int_{-\infty}^{\infty}dE\,[f_L(E)-f_R(E)]
$$

at fixed $\mu_R$. Because $f_L$ depends on $E-\mu_L$, its derivative with respect to $\mu_L$ is minus its derivative with respect to $E$:

$$
\frac{dJ}{d\mu_L}=-\int_{-\infty}^{\infty}dE\,\frac{df_L}{dE}
=f_L(-\infty)-f_L(\infty)=1.
$$

Also $J=0$ when $\mu_L=\mu_R$. Hence $J=\mu_L-\mu_R=eV$, whatever the common temperature. The current and resistance are

$$
I=\frac{2e^2}{h}V,\qquad R_0=\frac VI=\frac{h}{2e^2}.
$$

Numerically,

$$
R_0=\frac{6.62607\times10^{-34}\ \mathrm{J\,s}}
{2(1.602177\times10^{-19}\ \mathrm C)^2}
=1.291\times10^4\ \Omega=12.91\ \mathrm{k}\Omega .
$$

The unit is right: $\mathrm{J\,s/C^2}=(\mathrm{J/C})/(\mathrm{C/s})=\mathrm{V/A}$.

### Where the resistance sits

Let a scatterer in the filament transmit a fraction $T$ of the incident electrons and reflect $1-T$. For one channel, the fraction is the same from either side. The matrix that turns the two incoming amplitudes into the two outgoing ones conserves total flux for every input, so it is unitary. The squared moduli in each row and each column then add to one. The row and the column that share the left reflection amplitude must contain transmission amplitudes of equal modulus.

Electrons from the left contribute to the net current in proportion to $Tf_L$, and those from the right in proportion to $Tf_R$. If $T$ hardly changes over the energies where $f_L$ and $f_R$ differ,

$$
I=\frac{2e}{h}\int dE\,T(E)\,[f_L-f_R]\simeq\frac{2e^2}{h}TV,
\qquad R=\frac{R_0}{T}.
$$

Now compare fillings at one energy. On each side, incident and reflected waves interfere in a pattern that repeats every half wavelength, and the fillings below are averages over this pattern. On its left, right-movers have filling $f_L$. Left-movers are partly reflected and partly transmitted, with filling $(1-T)f_L+Tf_R$. The mean is

$$
\bar f_{\rm left}=\tfrac12[(2-T)f_L+Tf_R].
$$

On its right, right-movers have filling $Tf_L+(1-T)f_R$ and left-movers have $f_R$, so

$$
\bar f_{\rm right}=\tfrac12[Tf_L+(2-T)f_R].
$$

Subtracting gives

$$
\bar f_{\rm left}-\bar f_{\rm right}=(1-T)(f_L-f_R).
$$

Expressed as a voltage, the drop across the scatterer is $(1-T)V$. The remaining drop, $TV$, is shared equally by the two junctions with the electrodes, because

$$
f_L-\bar f_{\rm left}=\bar f_{\rm right}-f_R=\tfrac T2(f_L-f_R).
$$

Dividing each drop by $I=TV/R_0$ separates the resistance:

$$
R=\underbrace{\frac{TV}{I}}_{R_0}+\underbrace{\frac{(1-T)V}{I}}_{R_0(1-T)/T}.
$$

At $T=1$ the second term vanishes, yet $R_0$ remains. It belongs to the junctions between one channel and electrodes that have many. The word "many" matters: in an electrode with $N$ channels, one channel's worth of the electrons moving away from the neck still carries the filling of the far side, so at $T=1$ only about $(1-1/N)V$ drops at these junctions. For a metal line with thousands of channels the difference is negligible. In this sense the 12.9 kΩ is itself a contact resistance, and the further resistance set aside in the question is anything beyond this minimum for one spin-degenerate channel. Since crossing is elastic in the model, the electrical energy becomes heat in the electrodes.

### A read operation in numbers

Take a silver-like filament read at $V=0.10$ V and 300 K. Let the atomic spacing be roughly $a=0.29$ nm, and describe the channel by a chain with one orbital per atom and hopping energy $t=1.0$ eV. Its band is $E=-2t\cos(ka)$, with the Fermi energy at the centre, $E=0$. The current and power are

$$
I=\frac{0.10\ \mathrm V}{12.91\ \mathrm{k}\Omega}=7.75\ \mu\mathrm A,
\qquad
IV=0.775\ \mu\mathrm W.
$$

Direct integration over $k$ gives 7.748 μA for $t=1.0$ eV and again for $t=0.5$ eV, although the second chain has half the velocity. This tests the cancellation.

A second test does not use the current formula. A chain of 601 atoms starts with its left half filled to a potential 0.10 eV above that of its right half. The energy offset used to prepare this state is then removed, and the Schrödinger equation is followed in time. The mean current, taken after the initial transient and before reflections from the chain ends return, is 7.748 μA. The density difference between the two sides of the central atom corresponds to $0.000\,V$, so no drop is seen inside the perfect chain.

The electrodes of a real cell are wide, while this chain has one channel throughout. A separate calculation joins one atom with one orbital to two strips, each seven atoms across. Every path passes through that orbital, so the amplitude from incoming mode $n$ to outgoing mode $m$ is a product $u_mw_n$. Such a matrix has at most one non-zero transmission eigenvalue, and flux conservation keeps it at or below one. The strip alone has a summed transmission of 7.000 at the band centre; with the neck the sum is 1.000. This value is fixed by symmetry: at the band centre the strips do not shift the atom's level, and the two bonds are equal. With one bond weakened to $0.8t$ the transmission is 0.952, and a neck of two atoms gives 0.839. At 0.5 eV from the centre the neck transmits 0.943. One orbital therefore limits the number of channels, but does not ensure perfect transmission.

### Corrections and the real case

The following sizes use rough inputs for the same example.

**Metal line.** A line 1000 nm long with a 20 nm square cross-section and resistivity 5.0 μΩ cm adds

$$
\frac{(5.0\times10^{-8}\ \Omega\,\mathrm m)(10^{-6}\ \mathrm m)}
{(20\times10^{-9}\ \mathrm m)^2}=125\ \Omega .
$$

**Scattering in the neck.** Let the neck be two spacings long, 0.58 nm, and the mean free path 50 nm. If each scattering event reverses the electron, $1-T\simeq0.58/50$, and the added resistance is about $R_0(1-T)\simeq150\ \Omega$. The value 50 nm is about that of bulk silver; the resistivity used for the line above corresponds to about 17 nm, which would give about 440 Ω. Surfaces and defects can shorten the mean free path. The estimate then rises in inverse proportion to it, while $1-T$ stays small.

**Tunnelling beside the atom.** Let neighbouring paths cross a flat barrier of width $d=0.58$ nm, whose top lies 3.0 eV above the electron energy. With the free-electron mass $m_e$, the decay rate is $\kappa=\sqrt{2m_e(3.0\ \mathrm{eV})}/\hbar=8.87$ nm⁻¹. Let $q$ be the wave number outside and $\tau$ the transmitted amplitude. Matching the wave and its slope at the far face gives, inside the barrier,

$$
\psi(x)=\tau\left[\cosh\kappa(d-x)-\frac{iq}{\kappa}\sinh\kappa(d-x)\right].
$$

At the near face the incident amplitude is $\frac12[\psi(0)+\psi'(0)/(iq)]$. Setting it to one yields

$$
1=\tau\left[\cosh\kappa d+\frac i2\left(\frac\kappa q-\frac q\kappa\right)\sinh\kappa d\right].
$$

Taking the squared modulus,

$$
\frac1{|\tau|^2}=\cosh^2\kappa d+\frac14\left(\frac\kappa q-\frac q\kappa\right)^2\sinh^2\kappa d
\ \ge\ \cosh^2\kappa d .
$$

Each path thus transmits at most $1/\cosh^2\kappa d=1.35\times10^{-4}$. Six independent paths lower the resistance by at most about 10 Ω for this barrier. The figure depends exponentially on the inputs. With a tunnelling mass of $0.4m_e$, as is roughly the case in an oxide, the bound becomes $5.9\times10^{-3}$ per path, or about 440 Ω. With the free mass and a width of 0.29 nm it becomes about 1.6 kΩ. The bound also assumes independence: if the main channel has $T<1$, the tunnelling amplitude can interfere with it and shift the resistance by more, in either direction.

With these inputs, the three effects together change the resistance by roughly 2% of $R_0$. A shorter mean free path would raise the resistance further, and a thinner or lower barrier or a lighter tunnelling mass could lower it by several per cent or more. Silver is a reasonable setting because its conduction electrons are mainly of s type, and single-atom silver contacts have conductances roughly near $2e^2/h$. The hopping is a round model value; it gives a speed of $8.8\times10^5$ m/s at the band centre, which is of the usual order for a metal, but it is not a calculated silver band. In a memory cell, perfect transmission and a single channel are both open to doubt, since the surrounding solid can displace or bond to the atom and the filament may be wider. The variations show that either can move the result by kiloohms. The model also leaves out atomic motion, self-heating and electron interactions, so it does not say whether the contact survives the read pulse.

## Variation 1: one atom with a shifted level

**Question.** The surroundings raise the level of one atom in the chain by $U=1.0$ eV. What is the resistance?

**Solution.** Number the atoms by $n$, put the shifted atom at $n=0$, and let $\theta=ka$ with $0<\theta<\pi$. The chain equation is

$$
E\psi_n=-t(\psi_{n+1}+\psi_{n-1})+U\delta_{n0}\psi_0 .
$$

For a wave arriving from the left,

$$
\psi_n=e^{i\theta n}+re^{-i\theta n}\ (n\le0),\qquad
\psi_n=\tau e^{i\theta n}\ (n\ge0).
$$

The two forms agree at $n=0$ if $1+r=\tau$. The equation at $n=0$ is

$$
(E-U)\tau=-t\left(\tau e^{i\theta}+e^{-i\theta}+re^{i\theta}\right).
$$

Insert $r=\tau-1$ and use $e^{-i\theta}-e^{i\theta}=-2i\sin\theta$:

$$
(E-U)\tau=-2t\tau e^{i\theta}+2it\sin\theta .
$$

Since $E=-2t\cos\theta$ and $e^{i\theta}=\cos\theta+i\sin\theta$, the cosine terms cancel when the term in $\tau$ is moved to the left:

$$
\tau\,(2it\sin\theta-U)=2it\sin\theta .
$$

The velocity is the same on both sides, so $T=|\tau|^2$. With $4t^2\sin^2\theta=4t^2-E^2$,

$$
T=\frac{4t^2-E^2}{4t^2-E^2+U^2}.
$$

For $U=0$ this gives $T=1$; for $|U|\gg2t$ it falls as $1/U^2$ at fixed $E$. The sign of $U$ does not matter in this model. At the band centre,

$$
T=\frac{4}{4+1}=0.800,\qquad
R=\frac{12.91\ \mathrm{k}\Omega}{0.800}=16.13\ \mathrm{k}\Omega .
$$

The scatterer adds 3.23 kΩ, far more than the line or the neck scattering estimated above. Time evolution of the chain with this shifted atom gives 6.198 μA, or 16.14 kΩ. The density drop across the atom corresponds to $0.201\,V$, against the predicted $(1-T)V=0.200\,V$. This tests both the resistance and the share of the voltage that drops across the scatterer.

## Variation 2: a different number of channels

**Question.** What is the resistance (a) if one spin alone is transmitted, and (b) if a filament one atom wide has two perfectly transmitting, spin-degenerate channels?

**Solution.** Independent channels add their currents at the same voltage. If $T_{j\sigma}$ is the transmission of channel $j$ for spin $\sigma$, nearly constant over the bias window, then

$$
\frac1R=\frac{e^2}{h}\sum_{j,\sigma}T_{j\sigma}.
$$

(a) One term equal to one gives $R=h/e^2=25.81$ kΩ. This is the limit of complete spin selection in one channel. A magnetic metal need not reach it, because both spins may be transmitted and several orbitals may take part.

(b) Four terms equal to one give

$$
R=\frac{h}{4e^2}=\frac{R_0}{2}=6.45\ \mathrm{k}\Omega .
$$

A chain with one s and one p orbital per atom shows how this can happen. Put both levels at zero energy, with hopping $-1$ eV between s orbitals, $+1$ eV between p orbitals, and $\pm0.5$ eV between an s orbital and a neighbouring p orbital, the sign depending on the side. For a Bloch wave with phase $\theta$ per atom, the energy matrix in eV is

$$
\begin{pmatrix}-2\cos\theta&i\sin\theta\\-i\sin\theta&2\cos\theta\end{pmatrix}.
$$

Its trace is zero, so the two energies are $\pm\sqrt{-\det}$, and

$$
E^2=4\cos^2\theta+\sin^2\theta=1+3\cos^2\theta .
$$

At $E=-1.5$ eV, $\cos^2\theta=1.25/3$. This has four solutions in $-\pi<\theta\le\pi$. On the lower band $dE/d\theta=3\sin\theta\cos\theta/\sqrt{1+3\cos^2\theta}$, which is positive for two of them and negative for the other two. There are thus two right-moving channels for each spin, although the chain is one atom wide. An independent transmission calculation gives a sum of 2.000 per spin.

If series resistance is negligible or has been subtracted, the value 12.9 kΩ therefore identifies a total transmission of two, counted over both spins. It does not by itself identify a single atom: several partly open channels can have the same total. The main computed values appear in the numerical output below.

## Values computed for the example and the checks

```
Planck constant h: 6.626070e-34 J s
elementary charge e: 1.602177e-19 C
ideal resistance h/(2e^2): 12906.40 ohm = 12.91 kilo-ohm
ideal conductance 2e^2/h: 77.481 microsiemens
one spin only, h/e^2: 25.81 kilo-ohm
read voltage: 0.10 V
temperature: 300 K; kT: 25.85 meV
atomic spacing (rough): 0.29 nm
model hopping t: 1.00 eV
speed at band centre: 8.812e+05 m/s
ideal current V/R0: 7.748 microampere
ideal power V^2/R0: 0.775 microwatt
current from k integral, t = 1.0 eV: 7.748 microampere
current from k integral, t = 0.5 eV: 7.748 microampere
time evolution, perfect chain, current: 7.748 microampere
time evolution, perfect chain, V/I: 12.91 kilo-ohm
time evolution, perfect chain, inner drop / V: 0.000
level shift U of one atom: 1.00 eV
shifted atom, transmission formula: 0.800
shifted atom, resistance R0/T: 16.13 kilo-ohm
shifted atom, added resistance: 3.23 kilo-ohm
time evolution, shifted atom, current: 6.198 microampere
time evolution, shifted atom, V/I: 16.14 kilo-ohm
time evolution, shifted atom, inner drop / V: 0.201
wide strip, atoms across: 7; summed transmission: 7.000
one-orbital neck, transmission at 0 eV: 1.000
one-orbital neck, transmission at 0.5 eV: 0.943
s-p chain at -1.5 eV, summed transmission: 2.000
s-p chain, resistance: 6.45 kilo-ohm
metal line, rough resistivity: 5.0 microohm cm
metal line, length: 1000 nm; side: 20 nm
metal line, series resistance: 125 ohm
neck length, two spacings: 0.58 nm
rough mean free path: 50 nm
scattering estimate, added resistance: 150 ohm
tunnel barrier (rough): 3.0 eV; decay rate: 8.87 per nm
tunnelling bound per path: 1.35e-04; paths: 6
tunnelling bound, resistance lowered by: 10.5 ohm
```
